\section*{A local marker for orbital magnetisation, and its bulk average}

\section{The finite sample}

Q. The orbital moment contains the position $\mathbf r$, which grows without limit in a crystal. How can it lead to a property of the bulk?

A. Start where $\mathbf r$ is harmless, in a finite planar sample of area $A$. Take independent, spinless electrons of charge $-1$, with $\hbar=m_e=1$ and no uniform magnetic field. Let $P$ project on the states below the chemical potential $\mu$, and let $Q=1-P$. A weak field $B$ along $z$ enters through $\mathbf A=\tfrac B2(-y,x)$ and the kinetic energy $\tfrac12(\mathbf p+\mathbf A)^2$, so that $dH/dB=\tfrac12(xv_y-yv_x)$ at $B=0$, with $\mathbf v=i[H,\mathbf r]$. The moment is $-dE/dB$ at fixed electron number, and the first-order energy change is the expectation value of $dH/dB$:
\begin{equation}
MA=-\tfrac12\,\mathrm{Tr}\,P(xv_y-yv_x).
\label{def}
\end{equation}
Insert the velocities. Since $x$ and $y$ commute,
\begin{align}
xv_y-yv_x&=i(xHy-xyH-yHx+yxH)\nonumber\\
&=i(xHy-yHx).
\end{align}
The adjoint of $PyHx$ is $xHyP$, so $\mathrm{Tr}\,PyHx=(\mathrm{Tr}\,PxHy)^*$. The difference of the two traces is $2i\,\mathrm{Im}\,\mathrm{Tr}\,PxHy$, and $-\tfrac12\cdot i\cdot 2i=1$ gives
\begin{equation}
MA=\mathrm{Im}\,\mathrm{Tr}\,PxHy .
\label{start}
\end{equation}

Q. That still contains bare positions.

A. Their harmful part can be removed. $H$ commutes with $P$, so $H=PHP+QHQ$. The $Q$ term gives $\mathrm{Tr}\,PxQHQyP$, where each position joins an occupied state to an empty one. In the $P$ term, use cyclicity and replace the middle $P$ by $1-Q$:
\begin{align}
\mathrm{Tr}\,PxPHPy&=\mathrm{Tr}\,PHP\,yPx\nonumber\\
&=\mathrm{Tr}\,PHP\,yx-\mathrm{Tr}\,PHP\,yQx .
\end{align}
The first trace is real, because $PHP$ and $yx$ are both Hermitian. The last one is the complex conjugate of $\mathrm{Tr}\,PHP\,xQy$, so minus its imaginary part is $+\mathrm{Im}\,\mathrm{Tr}\,PHP\,xQy$. Hence
\begin{equation}
MA=\mathrm{Im}\,\mathrm{Tr}\,PxQHQyP+\mathrm{Im}\,\mathrm{Tr}\,HPxQyP .
\label{cross}
\end{equation}

Q. A shift of the zero of energy enters both terms. Is the result still defined?

A. Yes, for the finite sample. In each term the shift multiplies
\begin{equation}
\mathrm{Im}\,\mathrm{Tr}\,PxQyP=\mathrm{Im}\,[\mathrm{Tr}\,Pxy-\mathrm{Tr}\,(PxP)(PyP)]=0,
\label{zero}
\end{equation}
where each trace contains a product of two Hermitian operators and is real. We may therefore write $H-\mu$ for $H$ in both terms of (\ref{cross}). The choice of $\mu$ as the offset will matter in one class of crystals.

Q. Where is the local quantity?

A. Write (\ref{cross}) with commutators. Inserting $P+Q=1$ gives $[x,P]=QxP-PxQ$, and since $PQ=0$,
\begin{equation}
[x,P][y,P]=-QxPyQ-PxQyP .
\end{equation}
Subtract the same expression with $x$ and $y$ exchanged, and call the result $C_{xy}=[[x,P],[y,P]]$. States in $Q$ lie above $\mu$ and states in $P$ below, so $|H-\mu|=(H-\mu)(Q-P)$. Then
\begin{align}
\mathrm{Tr}\,|H-\mu|C_{xy}
={}&-2i\,\mathrm{Im}\,\mathrm{Tr}\,(H-\mu)QxPyQ\nonumber\\
&+2i\,\mathrm{Im}\,\mathrm{Tr}\,(H-\mu)PxQyP .
\end{align}
In the first line, $\mathrm{Tr}\,(H-\mu)QxPyQ=\mathrm{Tr}\,PyQ(H-\mu)QxP$, the conjugate of $\mathrm{Tr}\,PxQ(H-\mu)QyP$. Conjugation reverses the sign of the imaginary part, so the right-hand side is $2i$ times the sum in (\ref{cross}), that is, $2iMA$. Dividing by $2i$,
\begin{equation}
MA=-\tfrac i2\mathrm{Tr}\,|H-\mu|\,[[x,P],[y,P]] .
\end{equation}
The diagonal element of this trace is a local marker of the kind introduced by Bianco and Resta, in one of several possible operator orderings:
\begin{equation}
m(\mathbf r)=\mathrm{Re}\,\langle\mathbf r|-\tfrac i2|H-\mu|\,[[x,P],[y,P]]|\mathbf r\rangle .
\label{marker}
\end{equation}
The real part loses nothing from the sum: $-iC_{xy}$ and $|H-\mu|$ are Hermitian, so the trace of their product is real. In a lattice model $m$ is a moment per site; in the continuum it is a moment per area. The marker needs $H$ and $\mu$ as well as the projector.

\section{The infinite crystal}

Q. You have rearranged a trace over a finite sample. Why does (\ref{marker}) make sense without boundaries?

A. Position now enters through
\begin{equation}
\langle\mathbf r|[x,P]|\mathbf r'\rangle=(x-x')P(\mathbf r,\mathbf r'),
\end{equation}
which has no origin and is lattice periodic when $P$ is. It also decays if $\mu$ lies in a gap. To see this for finite-range hopping, define $H_\kappa=e^{\boldsymbol\kappa\cdot\mathbf r}He^{-\boldsymbol\kappa\cdot\mathbf r}$, whose elements are $H(\mathbf r,\mathbf r')e^{\boldsymbol\kappa\cdot(\mathbf r-\mathbf r')}$. It differs from $H$ by a bounded operator that vanishes as $\kappa\to0$. Let a contour of length $\ell$ enclose the occupied spectrum at distance at least $d$ from all of the spectrum. There $\|(z-H)^{-1}\|\le1/d$. For $\kappa$ small enough that $\|H_\kappa-H\|\le d/2$, it follows that $\|(z-H_\kappa)^{-1}\|\le2/d$. The projector is $P=\oint\frac{dz}{2\pi i}(z-H)^{-1}$, hence
\begin{equation}
|P(\mathbf r,\mathbf r')|\,e^{\boldsymbol\kappa\cdot(\mathbf r-\mathbf r')}\le\frac{\ell}{\pi d}.
\end{equation}
Pointing $\boldsymbol\kappa$ along $\mathbf r-\mathbf r'$ shows exponential decay. The operator $|H-\mu|=(H-\mu)(1-2P)$ decays too, so all sums in (\ref{marker}) converge. In a metal there is no such contour and the argument fails.

Q. Other orderings have the same trace. Which one is the magnetisation at a point?

A. None is singled out. What is common to them is the average over a cell. For a lattice-periodic operator let $\tau(F)=\sum_{\mathbf r\in\text{cell}}F(\mathbf r,\mathbf r)$. Then
\begin{align}
\tau(FG)&=\sum_{\mathbf r\in\text{cell}}\ \sum_{\mathbf s\in\text{cell}}\sum_{\mathbf R}F(\mathbf r,\mathbf s+\mathbf R)\,G(\mathbf s+\mathbf R,\mathbf r)\nonumber\\
&=\sum_{\mathbf s\in\text{cell}}\ \sum_{\mathbf r\in\text{cell}}\sum_{\mathbf R}G(\mathbf s,\mathbf r-\mathbf R)\,F(\mathbf r-\mathbf R,\mathbf s)\nonumber\\
&=\tau(GF).
\end{align}
The second line shifts every argument by $-\mathbf R$; decay permits the reordering, and $\mathbf r-\mathbf R$ runs over the whole crystal. Cyclicity per cell thus replaces the trace over a sample, and the bulk magnetisation is
\begin{equation}
M=-\frac{i}{2A_c}\,\tau\big(|H-\mu|[[x,P],[y,P]]\big),
\label{bulk}
\end{equation}
with $A_c$ the cell area. The operator $x$ alone is not periodic, so this step is not available for the density of $\mathbf r\times\mathbf v$.

\section{Reciprocal space}

Q. Show that (\ref{bulk}) is the usual Brillouin-zone integral, with its sign.

A. Set $F_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}Fe^{i\mathbf k\cdot\mathbf r}$, acting on cell-periodic functions:
\begin{equation}
F_{\mathbf k}(\mathbf s,\mathbf s')=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf s-\mathbf s'-\mathbf R)}F(\mathbf s,\mathbf s'+\mathbf R).
\end{equation}
Applying $i\partial_x\equiv i\partial/\partial k_x$ multiplies each term by the $x$ separation, so $[x,P]$ becomes $i\partial_xP_{\mathbf k}$. Averaging $\mathrm{tr}\,F_{\mathbf k}$ over the zone, of area $(2\pi)^2/A_c$, keeps $\mathbf R=0$ and gives $\tau(F)=A_c\int\frac{d^2k}{(2\pi)^2}\mathrm{tr}\,F_{\mathbf k}$. The two factors $i$ reverse the sign in (\ref{bulk}):
\begin{equation}
M=\frac i2\int\!\frac{d^2k}{(2\pi)^2}\,\mathrm{tr}\,|H_{\mathbf k}-\mu|\,[\partial_xP_{\mathbf k},\partial_yP_{\mathbf k}].
\label{kp}
\end{equation}

Now let $P_{\mathbf k}=\sum_n|u_n\rangle\langle u_n|$ over occupied bands, and drop the label $\mathbf k$ on $P$ and $Q$. Differentiating $P^2=P$ gives $\partial P=(\partial P)P+P\,\partial P$, so $P(\partial P)P=0$ and $Q(\partial P)Q=0$. What remains is
\begin{equation}
P\,\partial_xP=\sum_n|u_n\rangle\langle\partial_xu_n|Q,\qquad
Q\,\partial_xP=\sum_nQ|\partial_xu_n\rangle\langle u_n| .
\end{equation}
On the occupied side $|H_{\mathbf k}-\mu|$ is $-(H_{\mathbf k}-\mu)$. Its contribution to the trace in (\ref{kp}) is
\begin{align}
&-\sum_n(E_n-\mu)\big[\langle\partial_xu_n|Q|\partial_yu_n\rangle-\langle\partial_yu_n|Q|\partial_xu_n\rangle\big]\nonumber\\
&\quad=-2i\sum_n(E_n-\mu)\,\mathrm{Im}\langle\partial_xu_n|Q|\partial_yu_n\rangle .
\end{align}
On the empty side, $Q\,\partial_xP\,\partial_yP\,Q=\sum_nQ|\partial_xu_n\rangle\langle\partial_yu_n|Q$, and the contribution is
\begin{align}
&\sum_n\big[\langle\partial_yu_n|Q(H_{\mathbf k}-\mu)Q|\partial_xu_n\rangle-(x\leftrightarrow y)\big]\nonumber\\
&\quad=-2i\sum_n\mathrm{Im}\langle\partial_xu_n|Q(H_{\mathbf k}-\mu)Q|\partial_yu_n\rangle .
\end{align}
The prefactor $\tfrac i2$ turns each $-2i$ into $+1$:
\begin{equation}
M=\mathrm{Im}\!\int\!\frac{d^2k}{(2\pi)^2}\sum_n\langle\partial_xu_n|Q(H_{\mathbf k}+E_n-2\mu)Q|\partial_yu_n\rangle .
\label{kq}
\end{equation}

Q. The familiar formula has no $Q$.

A. For differentiable energy eigenstates it can be dropped. Let $a^\alpha_{nm}=\langle u_n|\partial_\alpha u_m\rangle$. Orthonormality gives $(a^\alpha_{nm})^*=-a^\alpha_{mn}$, so the omitted occupied part is
\begin{equation}
-\sum_{nm}(E_n+E_m-2\mu)\,a^x_{nm}a^y_{mn}.
\end{equation}
The conjugate of $a^x_{nm}a^y_{mn}$ is $a^x_{mn}a^y_{nm}$, which is the same term with $n$ and $m$ exchanged. The weight is symmetric, the sum is real, and its imaginary part vanishes. Therefore
\begin{equation}
M=\mathrm{Im}\!\int\!\frac{d^2k}{(2\pi)^2}\sum_n\langle\partial_xu_n|H_{\mathbf k}+E_n-2\mu|\partial_yu_n\rangle .
\label{kfinal}
\end{equation}
No boundary entered between (\ref{bulk}) and (\ref{kfinal}). In three dimensions the same steps give $M_z$ with volume in place of area.

\section{A crystal in numbers}

Q. Give me a case where the $\mathbf r\times\mathbf v$ density and the marker disagree.

A. Take the Haldane model: a honeycomb lattice with lattice constant $5$ bohr, $A_c=21.65$ bohr$^2$, nearest-neighbour hopping $0.1$ hartree, and site energies $+\Delta$ on A and $-\Delta$ on B. Seen from an A site, the nearest B sites lie at $30^\circ$, $150^\circ$ and $270^\circ$. Second-neighbour hopping is $0.03\,e^{i\phi}$ hartree with $\phi=60^\circ$ for A-site hops at $0^\circ$, $120^\circ$ and $240^\circ$; on B the phase is opposite. With $\Delta=0.25$ hartree the bands leave a gap from $-0.160$ to $0.070$ hartree, and $\mu=-0.03$ hartree.

For (\ref{kq}) I used a $60\times60$ mesh. Projecting the derivative of $H_{\mathbf k}u_n=E_nu_n$ on an empty $u_m$ gives $\langle u_m|\partial u_n\rangle=\langle u_m|\partial H_{\mathbf k}|u_n\rangle/(E_n-E_m)$, so no wavefunction is differentiated numerically. In units of $e\hbar/m_e$ per cell, the empty and occupied sides give
\begin{equation}
-0.025352+0.020891=-0.004461 .
\end{equation}
Diagonalizing $H$ on a periodic $21\times21$ cluster, with the cell separation of each pair of sites taken between $-10$ and $10$ along both lattice vectors, gives a marker of $-0.023723$ on A and $0.019262$ on B, again $-0.004461$ in all. The ordering of (\ref{cross}), with $H-\mu$ for $H$, gives $-0.000263$ and $-0.004197$, with the same sum within rounding. The site values depend on the ordering; the cell value does not.

In the central cell of an open $20\times20$ flake the marker is also $-0.004461$, while the density of $-\tfrac12\mathbf r\times\mathbf v$ is about $10^{-8}$ in magnitude. In the bulk each site lies on a threefold axis, which forbids an in-plane current vector there, so this density vanishes. The second-neighbour bonds do carry currents in the bulk, but their vector sum at each site is zero. With this site-resolved density the total moment then comes from sites near the boundary, where the symmetry is broken.

Dividing by $A_c$ gives $M=-2.06\times10^{-4}$ atomic units, or $-1.36\times10^{-6}$ A. Since $e\hbar/m_e$ is two Bohr magnetons, the moment per cell is $-0.0089$ Bohr magnetons.

Q. Why are the two sides so nearly opposite?

A. With one occupied and one empty band, both sides carry the same factor $F=\mathrm{Im}\langle\partial_xu|Q|\partial_yu\rangle$, weighted by $E_{\rm empty}-\mu$ and $E_{\rm occ}-\mu$. The zone integral of $F$ is proportional to the Chern number defined below, which is zero in this crystal, so $\mu$ drops out of each side separately. Write the two energies as $\varepsilon_0\pm g$, where $\varepsilon_0(\mathbf k)$ is half the trace of $H_{\mathbf k}$ and $g(\mathbf k)$ is half the distance between the bands. The sides are then the zone averages of $F\varepsilon_0+Fg$ and $F\varepsilon_0-Fg$. The average of $Fg$ is $-0.02312$ and enters with opposite signs; that of $F\varepsilon_0$ is only $-0.00223$ and enters twice with the same sign. The moment is what this smaller part leaves. The $\mathbf k$-dependent $\varepsilon_0$ comes from the real part $0.03\cos\phi$ of the second-neighbour hopping. At $\phi=90^\circ$, with the same $\Delta$, it vanishes, and so does $M$ for any $\mu$ in the gap.

\section{Edges and the chemical potential}

Q. Does the total moment of a real sample approach this bulk value?

A. It does if its boundary is gapped too. The decay argument then holds uniformly in the sample, so the marker is bounded near the edges. In the interior, the resolvents of sample and infinite crystal differ by a product of two decaying resolvents joined at the boundary, so the marker approaches its bulk value exponentially. A flake of $L\times L$ cells therefore has a total moment
\begin{equation}
S(L)=bL^2+eL+c,
\end{equation}
up to exponentially small terms, with $b$ the bulk moment per cell. For $L=12$, $16$ and $20$, definition (\ref{def}) gives $S/L^2=-0.003635$, $-0.003836$ and $-0.003958$. Since $S(20)-2S(16)+S(12)=32b$,
\begin{equation}
b=\frac{-1.5834+1.9640-0.5234}{32}=-0.00446 .
\end{equation}
At $L=20$ the moment per cell is still $11\%$ smaller in magnitude than the bulk value, because of the edge term.

Q. And if the edges conduct?

A. The important case is a crystal with a nonzero Chern number, whose edges always conduct. There the offset matters. Define $\Omega=-2\,\mathrm{Im}\sum_n\langle\partial_xu_n|\partial_yu_n\rangle$ and the Chern number $C=\frac1{2\pi}\int\Omega\,d^2k$. Differentiating (\ref{kfinal}) with $\mu$ in the gap,
\begin{equation}
\frac{dM}{d\mu}=\int\!\frac{d^2k}{(2\pi)^2}\,\Omega=\frac{C}{2\pi}.
\end{equation}
For $\Delta=0.02$ hartree, phases of state overlaps around small plaquettes of the zone give $C=1$. The bulk moment per cell is $-0.008624$ at $\mu=-0.03$ hartree and $-0.111998$ at $-0.06$ hartree. The slope is
\begin{equation}
\frac{2\pi}{21.6506}\,\frac{0.103374}{0.03}=1.000 .
\end{equation}

Q. But (\ref{zero}) says that the offset has no effect.

A. It has none on the total. In an open $22\times22$ flake with $P$ held fixed, moving the offset from $-0.03$ to $-0.06$ hartree changes the central cell by $-0.103374$ and the total by zero within rounding. The boundary region compensates. It has of order $L$ sites against $L^2$ interior cells, so its marker change per site must grow like $L$.

Q. Then why is $\mu$ the right offset?

A. The identity between (\ref{bulk}) and (\ref{kfinal}) does not decide that, since it holds with any common constant. The flake gives evidence. Its total moment per cell is $-0.0095$, close to the bulk value $-0.0086$ for its own $\mu$ and far from the $-0.112$ that the other offset would give. The closeness should not be overrated. The levels on either side of $\mu$ are $0.0078$ hartree apart, and moving $\mu$ between them leaves $P$ unchanged but shifts the bulk value by $0.0078\times0.103374/0.03\approx0.027$. One flake supports the choice within that margin; it does not prove it. For $C=0$ the question does not arise.

Q. What has this to do with NMR?

A. Place the same small nuclear dipole $m_s$ along $z$ on one equivalent nucleus in each cell, with a cell-periodic vector potential, so that the dipoles add no uniform field. In linear response a field $B$ makes the electrons produce $-\sigma B$ at the nucleus, $\sigma$ being the $zz$ shielding. The electronic part of the dipole energy is $+\sigma m_sB$ per cell. Minus its derivative with respect to $B$ is the electronic moment per cell:
\begin{equation}
\sigma=-A_c\,\frac{\partial M}{\partial m_s}.
\end{equation}
For an insulator with $C=0$, a shielding thus follows from the bulk $M$ computed with the dipoles present in $H$, and hence in $P$ and $\mathbf v$. In three dimensions the cell volume replaces $A_c$. Because the uniform part of the dipole field has been removed, $B$ is the macroscopic field inside the material, which equals the applied field only for a thin slab normal to $z$. For other sample shapes a term proportional to the volume susceptibility $\chi$ must be added; for a sphere of isotropic material it is $-\tfrac{8\pi}{3}\chi$ in Gaussian units, about $6$ ppm for water.
